# Neighbour caps, softmax cutoffs and energy conservation in equivariant potentials

## The argument under comment

The argument runs as follows. "Our interatomic potential is an equivariant network. Its energy is a rotation-invariant scalar, and its forces are obtained by automatic differentiation of that scalar, so they are conservative. For speed, each atom listens only to its $k$ nearest neighbours, or else it averages over all neighbours within a cutoff by softmax attention. Either choice affects only distant atoms, whose messages are in any case damped by a smooth envelope. The truncation is therefore harmless."

The premises about symmetry and differentiation can be granted. The conclusion does not follow from them, because both concern the energy at a fixed neighbour list, whereas the difficulty arises when the list changes. The objection that every neighbour swap makes the energy jump is, however, also too strong. The cases have to be separated.

I use Hartree atomic units and quote most energies in millihartree. The parameters are round model values and describe no particular material.

## What a differentiated energy guarantees

Let $E(x)$ be smooth as long as the neighbour list is unchanged, and let $F=-\nabla E$ be evaluated with that list. Between list changes, with $K$ the kinetic energy,

$$\frac{d}{dt}(K+E)=v\cdot F+\nabla E\cdot v=0 .$$

At a list change the computed force is finite on both sides, so the velocity, and with it $K$, is continuous. If $E$ jumps by $\Delta E$, then $K+E$ jumps by $\Delta E$. A true potential step would exert an impulsive force. Differentiation at a fixed list does not contain it.

Now take a closed path. The energy returns to its initial value, so its smooth changes and its jumps add up to zero:

$$0=\oint\nabla E\cdot dl+\sum\Delta E
\quad\Longrightarrow\quad
\oint F\cdot dl=\sum\Delta E .$$

If the path leaves through the same point at which it entered, the two jumps cancel in this sum. If the jump varies along the surface where the list changes, a loop that enters and leaves at points with different jumps yields net work. The force field then has no single-valued potential at all, and redefining $E$ by a constant on one side cannot repair it.

Conversely, if $E$ is continuous and the path meets list changes at isolated times, $K+E$ is conserved by the exact motion, even if the force is discontinuous. The question is therefore whether $E$ is continuous at each kind of list change.

## Fixed count with directional messages

Consider one centre at the origin. Let $\hat u_j$ be the unit vector towards neighbour $j$, $r_j$ its distance, and take

$$E=b\,\Big|\sum_{j\in\text{list}} f(r_j)\,\hat u_j\Big|^2 ,\qquad b=0.02\ \text{hartree}.$$

The sum rotates with the atoms and its square is invariant. The envelope is, with $x=r/r_c$ and $r_c=6$ bohr,

$$f=1-28x^6+48x^7-21x^8,\qquad f'(r)=-\frac{168}{r_c}\,x^5(1-x)^2 .$$

At $x=1$ we have $f=1-28+48-21=0$. The double zero of $f'$ makes $f'$ and $f''$ vanish there too, so $f$ can be set to zero beyond $r_c$ without a break in either.

Suppose that atoms $p$ and $q$ compete for the last place in the list and are both at distance $R$. Let $S$ be the sum over the neighbours common to both lists. With $p$ in the list,

$$E_p=b\,|S+f(R)\hat p|^2=b\left[|S|^2+2f(R)\,S\cdot\hat p+f(R)^2\right],$$

and $E_q$ has $\hat q$ in place of $\hat p$. The squares cancel in the difference:

$$\Delta E=E_q-E_p=2b\,f(R)\,S\cdot(\hat q-\hat p).$$

The envelope does not remove this jump. It vanishes at $r_c$, but the swap happens at $R<r_c$. Rotational invariance does not remove it either: a rotation leaves $S\cdot(\hat q-\hat p)$ unchanged, whatever its value.

For numbers, let $k=3$, with permanent neighbours at $(1.8,2.4,0)$ and $(0,0,3.5)$ bohr and the rival $p$ at $(-4,0,0)$. Atom $q$ moves anticlockwise on a circle of radius 1 bohr about $(4,0,0)$. At angle $t$ its squared distance from the centre is $17+8\cos t$, so it passes $R=4$ when $\cos t=-1/8$. It enters the list at $\hat q_{\rm in}=(0.96875,0.24804,0)$ and leaves at $\hat q_{\rm out}=(0.96875,-0.24804,0)$.

The common vector is $S=(0.51328,0.68438,0.71845)$, and $f(4)=0.53178$. Since $\hat p=(-1,0,0)$, the entry jump is

$$2(0.02)(0.53178)\,[0.51328(1.96875)+0.68438(0.24804)]
=0.0251\ \text{hartree},$$

or 25.1 mhartree. At the exit point the second product changes sign, and $\Delta E$ for $q$ replacing $p$ is 17.9 mhartree. On leaving, the energy changes by minus this amount. The work per lap is therefore

$$\oint F\cdot dl=2b\,f(R)\,S\cdot(\hat q_{\rm in}-\hat q_{\rm out})
=7.22\ \text{mhartree}\approx197\ \text{meV}.$$

Integrating the force numerically around the circle gives the same value. Each anticlockwise lap delivers this energy to $q$, and each clockwise lap removes it.

There is a case in which the argument under comment is right. If $k$ is at least as large as the number of atoms inside $r_c$ in every configuration visited, the cap never acts. With $k=4$ in this example all four neighbours are kept, and the loop work vanishes to numerical accuracy.

## Fixed count with scalar messages

Replace the vector message by a scalar, with a species factor $z_j$:

$$E=b\Big(\sum_{j\in\text{list}}z_jf(r_j)\Big)^2 .$$

Let $S_0$ be the common scalar sum. When $q$ replaces $p$ at equal distance, the difference of squares gives

$$\begin{aligned}
\Delta E&=b\left[(S_0+z_qf)^2-(S_0+z_pf)^2\right]\\
&=b f\,(z_q-z_p)\left[2S_0+(z_q+z_p)f\right],\qquad f=f(R).
\end{aligned}$$

For equal species this is zero. A swap need not make the energy discontinuous; it does so here when the two atoms are distinguishable to the model. With $z_p=1$, $z_q=1.5$ and the same distances, the jump is 23.8 mhartree.

For equal species the force still jumps. Just outside $R$, atom $q$ is not in the list and feels nothing from this centre. Just inside,

$$\frac{dE}{dr_q}=2bA_0f'(R),\qquad
A_0=0.85547+0.71845+0.53178=2.1057 .$$

With $x=2/3$ the slope is $f'(4)=-0.4097$ per bohr, so $dE/dr_q=-34.5$ mhartree/bohr. The exact motion conserves energy across this kink. A finite time step does not.

To see the error, follow one velocity-Verlet step along a line. Let $F_0$ and $F_1$ be the forces along the motion before and after the kink, each taken as constant on its side, and let $\theta$ be the fraction of the displacement $\Delta x$ made before it. The scheme gives

$$\Delta x=v\Delta t+\frac{F_0\Delta t^2}{2m},\qquad
v'=v+\frac{(F_0+F_1)\Delta t}{2m}.$$

The mean of the two speeds, times $\Delta t$, is

$$\frac{v+v'}2\Delta t=v\Delta t+\frac{(F_0+F_1)\Delta t^2}{4m}
=\Delta x+\frac{(F_1-F_0)\Delta t^2}{4m}.$$

Since $\Delta K=m(v'-v)(v'+v)/2$,

$$\Delta K=\tfrac12(F_0+F_1)\Delta x+\frac{(F_1^2-F_0^2)\Delta t^2}{8m}.$$

The potential energy changes by $-[\theta F_0+(1-\theta)F_1]\Delta x$. Adding the two,

$$\Delta(K+E)=\left(\theta-\tfrac12\right)(F_1-F_0)\Delta x
+\frac{(F_1^2-F_0^2)\Delta t^2}{8m}.$$

The leading term is of first order in $\Delta t$, because $\Delta x\approx v\Delta t$. For inward motion $F_0=0$ and $F_1=-0.0345$ hartree/bohr. Take $\theta=0.25$, $v=5\times10^{-4}$, $m=10^4$ and $\Delta t=10$, so that $\Delta x=0.005$ bohr. The two terms are then 43.1 and 1.5 microhartree, and the numerical step gives 44.6. Halving $\Delta t$ gives 21.9. The sign depends on $\theta$, so errors from many crossings may partly cancel; how far they do was not examined.

## Attention with a cutoff

A normalised average changes the problem, because a newcomer also alters the weights of the atoms already present. Let neighbour $j$ carry a message $v_j$, a numerator weight $n_j$ and a denominator weight $d_j$:

$$A=\frac{\sum_jn_jv_j}{W},\qquad W=c+\sum_jd_j,\qquad c\ge0 .$$

An atom arriving at the cutoff with $n$, $d$ and $v$ changes $A$ to $A'=(WA+nv)/(W+d)$. Subtracting $A=(W+d)A/(W+d)$ gives

$$A'-A=\frac{nv-dA}{W+d}.$$

This is to vanish for arbitrary messages. Choosing the old messages so that $A=0$ requires $n=0$; any $A\neq0$ then requires $d=0$. Both weights must go to zero at $r_c$. For attention, where both are built from the same exponential, the envelope must multiply that exponential inside the normalisation. Adding $\ln f$ to the softmax logit is the same operation, since $e^{s+\ln f}=fe^s$. A sum without a denominator needs only $n\to0$, so dropping the normalisation is another cure.

Now let $v_j=\hat u_j$, $E=b|A|^2$, $w=e^{-r/\lambda}$ with $\lambda=2$ bohr, and $c=0.1$. The two permanent neighbours and the atom $p$ of the fixed-count example are present, at distances 3, 3.5 and 4 bohr; $q$ is absent. A fourth neighbour enters along $+x$ at $r_c$. Its weight is $w=e^{-3}=0.0498$. In the two faulty schemes the old denominator is $W=0.632$, and the newcomer's share is $\varepsilon=w/(W+w)=0.0730$.

**Hard cutoff,** $n=d=w$. Here $A'=A+\varepsilon(\hat u-A)$, and therefore

$$\Delta E=b\left[2\varepsilon A\cdot(\hat u-A)+\varepsilon^2|\hat u-A|^2\right].$$

Before entry $|A|^2=0.1553$. The $x$ component is $A\cdot\hat u=(0.6e^{-1.5}-e^{-2})/0.632=-0.0023$. Thus $A\cdot(\hat u-A)=-0.1576$ and $|\hat u-A|^2=1.160$. The bracket is $-0.0230+0.0062=-0.0168$, and the jump is $-0.336$ mhartree.

**Envelope outside the normalisation,** $n=fw$, $d=w$. The newcomer's message is silent at $r_c$, but it still takes a share of the attention. All other contributions shrink together, $A'=(1-\varepsilon)A$, and

$$\Delta E=b|A|^2\left[(1-\varepsilon)^2-1\right]
=-b|A|^2\,\varepsilon(2-\varepsilon).$$

With $|A|^2=0.1019$ this is $-0.287$ mhartree. In this model the jump does not depend on the direction of the newcomer. It does depend on the arrangement of the other atoms through $|A|^2$ and $W$, so entry and exit in different arrangements need not cancel.

**Envelope inside the normalisation,** $n=d=fw$. The change of $A$ is $fw(\hat u-A)/(W+fw)$, now with $W=c+\sum fw$ over the old neighbours. To first order in $f$,

$$\Delta E\simeq\frac{2b\,fw}{W}\,A\cdot(\hat u-A).$$

To find how this begins, set $y=1-x$ and integrate $f'$ inward from the cutoff:

$$f=168\int_0^y(1-s)^5s^2\,ds\simeq56y^3\left(1-\tfrac{15}{4}y\right).$$

The effect of the newcomer starts as $(r_c-r)^3$. Energy, force and second derivatives are continuous; the third derivative in general is not. The effect at 0.06 bohr inside the cutoff should be about 8 times that at 0.03 bohr. The correction in $f$ multiplies this by $0.9625/0.98125=0.981$, and the growth of $w$ by $e^{0.015}=1.015$, which gives 7.97. The computed ratio is 7.97.

## The last neighbour

The inside envelope relies on a denominator that stays positive when the newcomer's weight vanishes. For an atom with a single neighbour,

$$E=b\left(\frac{fw}{c+fw}\right)^2 .$$

If $c=0$, the envelope cancels. The energy is $b=20$ mhartree at every distance below $r_c$ and drops to zero when the neighbour leaves. An ordinary softmax with a correctly placed envelope therefore still has an energy jump when an atom becomes isolated, if the message itself does not vanish at $r_c$. Damping the message as well, $n=f^2w$ and $d=fw$, gives $A=f\hat u$ and $E=bf^2$, which goes to zero continuously even for $c=0$. With $n=d=fw$ the jump is the same for every last neighbour, so assigning the energy $b$ to an isolated atom would remove it as long as neighbours leave one at a time. If two perpendicular neighbours reach the cutoff together with weights in the ratio $\rho$, the energy tends to $b(1+\rho^2)/(1+\rho)^2$, which depends on the path, and near that point the force can grow as $1/(r_c-r)$. If the messages differ in length between species, the jump also depends on which neighbour leaves last. In neither case does a single constant suffice. With $c>0$ the energy vanishes as $b(fw/c)^2$, that is, as $(r_c-r)^6$.

A very small $c$ is continuous but steep. Put $g=fw/c$. Close to the cutoff $w$ is nearly constant and $f\simeq56[(r_c-r)/r_c]^3$, so $|d\ln g/dr|\simeq3/(r_c-r)$. Then

$$\left|\frac{dE}{dr}\right|=\frac{2bg^2}{(1+g)^3}\left|\frac{d\ln g}{dr}\right|
\simeq\frac{6b}{r_c}\left(\frac{56w}{c}\right)^{1/3}\frac{g^{5/3}}{(1+g)^3},$$

where $r_c-r=r_c(cg/56w)^{1/3}$ was inserted. The last factor is largest when $\frac53(1+g)=3g$, at $g=5/4$, where it equals 0.127. The largest force thus grows as $c^{-1/3}$. For $c=10^{-5}$ the estimate is 166 mhartree/bohr, against a computed 165; for $c=10^{-3}$ it is 36 against 34. For $c=0.1$ the maximum is no longer close to the cutoff, and the estimate of 7.7 is poor against the computed 5.4.

## Does it matter in a trajectory?

One might reply that the jumps at the cutoff are small and average out. To examine this, six atoms of mass $10^4$ were tethered by springs of 0.01 hartree/bohr² to sites 3.05 bohr from a common centre, along the positive and negative axes. Opposite sites are 6.10 bohr apart, just beyond the cutoff. Each atom contributes $b|A_i|^2$ with $c=0.1$. Initial displacements and velocities were drawn for $k_BT=2$ mhartree, and the same initial state was used for all three schemes over 200,000 atomic time units.

The standard deviation of $K+E$, in mhartree, was:

| Scheme | $\Delta t=40$ | $\Delta t=20$ |
|---|---:|---:|
| hard | 0.963 | 0.990 |
| outside | 0.388 | 0.383 |
| inside | 0.00274 | 0.00068 |

With the envelope inside, halving the step reduces the spread by a factor of 4.0, as expected of a second-order integrator on a smooth energy. In the other two schemes the smaller step brings no comparable gain.

The cause can be checked directly. At each list change the energy difference between the new and the old list was recorded, averaged over the two ends of the step. In the short-step hard run, $K+E$ departed from its initial value by up to 3.78 mhartree (103 meV), nearly twice $k_BT$. After subtraction of the recorded jumps, at most 0.0023 mhartree remained. For the outside scheme the corresponding numbers are 1.12 and 0.0021 mhartree. The lost conservation is thus accounted for by the jumps. These departures, and the table, compare $K+E$ across different lists, so they include offsets that are partly undone when a pair crosses back; they do not isolate the net work left after a return to the same list.

The inside run had 248 pair crossings, against 133 and 131 in the hard and outside runs, so its good conservation is not due to fewer list changes. The schemes exert different forces and follow different trajectories; why the count is nearly doubled was not analysed. Nor do these runs establish how the error grows over longer times.

All three schemes passed a test of rotation invariance, and their forces agreed with finite differences of the energy at the initial configuration. These are the two properties on which the argument rests, and the two faulty schemes have both. The author should instead evaluate the energy of one configuration, at the moment of a list change, with the old and the new list. A difference there is a discontinuity of the model energy that no time step will cure. The numerical output below gives the full set of values.

## Calculated quantities

```
energy scale B = 0.02 hartree; cutoff = 6.0 bohr; decay length = 2.0 bohr
denominator constant c = 0.1 (no unit)
-- fixed count, k = 3 of 4 neighbours --
fixed atom 1 at [1.8, 2.4, 0.0] bohr, atom 2 at [0.0, 0.0, 3.5] bohr
rival p at [-4.0, 0.0, 0.0] bohr; loop of q: radius 1.0 bohr about (4,0,0)
envelope at 3, 3.5, 4 bohr = 0.85547, 0.71845, 0.53178
common vector S = [0.51328, 0.68438, 0.71845]
q direction in = [0.96875, 0.24804, 0.0], out = [0.96875, -0.24804, 0.0]
energy jump, q replaces p, entry point = 25.1058 mhartree
energy jump, q replaces p, exit point  = 17.8842 mhartree
work per lap, quadrature = 7.2216 mhartree = 196.51 meV
work per lap, formula    = 7.2216 mhartree
work per lap with k = 4  = 1.7e-10 mhartree
scalar message, equal species: jump = 3.5e-08 mhartree
scalar message: dE/dr of q inside = -34.5076, outside = 0.0000 mhartree/bohr
scalar message, z = 1 replaced by 1.5: jump = 23.8093 mhartree
kink step: theta = 0.25, speed = 0.0005 au, mass = 10000 electron masses
Verlet error at kink, time step 10 and 5 au = 44.627, 21.940 microhartree
its leading term alone = 43.135, 21.567 microhartree
-- attention, fourth neighbour enters along x --
newcomer weight w = 0.04979; old denominator W = 0.63224
|A|^2 before entry: hard 0.15526, outside 0.10186
entry jump, hard    = -0.33648 mhartree
entry jump, outside = -0.28658 mhartree
entry jump, inside  = 0.00000 mhartree
inside: effect at 0.06 bohr / effect at 0.03 bohr = 7.969
last neighbour 0.001 bohr before cutoff, c = 0: E = 20.0000 mhartree
last neighbour 0.001 bohr before cutoff, c = 0.1: E = 3.3e-19 mhartree
largest force, one neighbour, c = 0.1: 5.384 mhartree/bohr
largest force, one neighbour, c = 0.001: 34.250 mhartree/bohr
largest force, one neighbour, c = 1e-05: 164.953 mhartree/bohr
-- six tethered atoms --
mass = 10000 electron masses; tether = 0.01 hartree/bohr^2; kT = 2 mhartree
site distance from centre = 3.05 bohr; diagonal = 6.10 bohr; edge = 4.313 bohr
time steps = 40 and 20 au; total time = 200000 au
hard: std of K+E, long step = 0.96318, short step = 0.98953 mhartree
hard: pair crossings = 133; largest change of K+E = 3.77689 mhartree
hard: largest change left after removing booked jumps = 0.00230 mhartree
outside: std of K+E, long step = 0.38831, short step = 0.38327 mhartree
outside: pair crossings = 131; largest change of K+E = 1.11809 mhartree
outside: largest change left after removing booked jumps = 0.00208 mhartree
inside: std of K+E, long step = 0.00274, short step = 0.00068 mhartree
inside: pair crossings = 248; largest change of K+E = 0.00274 mhartree
inside: largest change left after removing booked jumps = 0.00274 mhartree
hard: largest change of K+E = 102.77 meV
```
